# Carbon traps between end-of-range defects and the surface: flux reduction, part 1

(Sections cited here and not found follow in the second part.)

## First half: the reduction factor while the traps are empty

**Q.** An amorphising implant leaves a band of defects just beyond the former amorphous layer. On annealing, the band emits interstitials, and some reach the surface. You propose to put carbon in between and to predict by how much the surface flux falls. What precisely is being compared with what?

**A.** Two steady fluxes with the same band, the same surface and the same distance between them, one with carbon and one without. Let \(x\) run from the band at \(x=0\) to the surface at \(x=w\), and let \(C(x)\) be the concentration of free interstitials. The band holds the free concentration beside it at a fixed value \(C_0\), and the surface removes every interstitial that arrives:
\[
C(0)=C_0,\qquad C(w)=0 .
\]
Both conditions are idealisations. The first says that emission and recapture at the defects are fast enough to maintain \(C_0\) however strongly the interstitials are drained. The second neglects the equilibrium concentration and any delay in surface recombination.

The carbon atoms are immobile traps of uniform density \(N\). I assume that each empty trap captures one interstitial and keeps it, and that nearly all traps are still empty. That last condition is the meaning of unsaturated.

**Q.** Before any slab is solved, I want the capture rate. Why should it be proportional to the local concentration, and with what coefficient?

**A.** Take one trap as a sphere of radius \(a\), and suppose that an interstitial is captured as soon as it touches the sphere. Far away the free concentration is \(C\). Around the trap the local concentration \(c(r)\) obeys steady diffusion with spherical symmetry:
\[
\frac{1}{r^2}\frac{d}{dr}\left(r^2\frac{dc}{dr}\right)=0 .
\]
The bracket is therefore constant. Call it \(B\). Then \(dc/dr=B/r^2\), and integration gives \(c=A-B/r\). The value far away requires \(A=C\). Capture at contact requires \(c(a)=0\), so \(B=aC\), and
\[
c(r)=C\left(1-\frac{a}{r}\right).
\]
The concentration rises outward, so the interstitials flow inward. The number crossing a sphere of radius \(r\) per unit time is
\[
4\pi r^2 D\frac{dc}{dr}=4\pi r^2D\,\frac{aC}{r^2}=4\pi aDC ,
\]
where \(D\) is the interstitial diffusivity. The radius \(r\) has cancelled, as it must when nothing is lost between the spheres. With \(N\) empty traps per unit volume, the loss per unit volume and time is
\[
kC,\qquad k=4\pi aDN .
\]

**Q.** You solved for one trap in an infinite medium. Real traps have neighbours that compete for the same interstitials.

**A.** The formula is the leading term when \(a\) is much smaller than the distance between traps. For evenly spaced traps one can size the correction by giving each trap its own spherical cell of volume \(1/N\), with no flow through the outer boundary. Interstitials are generated uniformly in the cell, and the reciprocal of their mean lifetime is the capture rate. For \(a=0.3\) nm and \(N=10^{18}\ \mathrm{cm^{-3}}\), a numerical solution gives 1.095 times the isolated-trap rate. At a density a thousand times lower the ratio is 1.009, so the isolated-trap law is approached as the traps are diluted. Carbon atoms are not evenly spaced. For dilute traps placed at random, the leading relative correction is \(\sqrt{4\pi a^3N}\), which is only about 2 per cent here. I keep the simple law for the derivation and return later to what these corrections do to the flux.

**Q.** Then set up the slab. I would like to see where the signs come from.

**A.** The flux towards the surface, counted positive in the direction of increasing \(x\), is
\[
J(x)=-D\frac{dC}{dx}.
\]
Consider a thin layer from \(x\) to \(x+dx\). Per unit area it gains \(J(x)\), loses \(J(x+dx)\), and loses \(kC\,dx\) to the traps. Dividing by \(dx\) gives
\[
\frac{\partial C}{\partial t}=-\frac{dJ}{dx}-kC
=D\frac{d^2C}{dx^2}-kC .
\]
In the steady state the left side vanishes, so
\[
\frac{d^2C}{dx^2}=\frac{k}{D}C=\frac{C}{L^2},
\qquad
L=\sqrt{\frac{D}{k}}=\frac{1}{\sqrt{4\pi aN}} .
\]
The length \(L\) is the trapping length.

**Q.** The diffusivity has disappeared from \(L\). That looks suspicious: surely a faster interstitial gets further before it is caught?

**A.** It covers ground faster, but it also meets traps faster, in the same proportion. Its lifetime is \(1/k=1/(4\pi aDN)\), which falls as \(1/D\). The distance diffused in a lifetime scales as \(\sqrt{D/k}\), and there \(D\) cancels. This depends on capture being limited by diffusion. If entry into the trap were the slow step, with a rate of its own that does not scale with \(D\), then \(k\) would no longer be proportional to \(D\), and the cancellation would fail.

**Q.** Now solve it.

**A.** The equation has two independent solutions, which I take as hyperbolic functions of the distance from the surface:
\[
C(x)=A\cosh\frac{w-x}{L}+B\sinh\frac{w-x}{L}.
\]
At \(x=w\) the hyperbolic sine vanishes and the hyperbolic cosine is one, so \(C(w)=0\) gives \(A=0\). At \(x=0\) the band condition gives \(B\sinh(w/L)=C_0\). With the abbreviation \(u=w/L\),
\[
C(x)=C_0\,\frac{\sinh[(w-x)/L]}{\sinh u}.
\]
Differentiation with respect to \(x\) brings out a factor \(-1/L\). The minus sign in the definition of the flux removes that sign, and
\[
J(x)=\frac{DC_0}{L}\,\frac{\cosh[(w-x)/L]}{\sinh u}.
\]
At the surface the hyperbolic cosine equals one:
\[
J_s=J(w)=\frac{DC_0}{L\sinh u}.
\]
Without traps the steady equation is \(C''=0\). The profile is the straight line \(C_0(1-x/w)\), and its flux is the same at every depth:
\[
J_0=\frac{DC_0}{w}.
\]
The ratio of the two surface fluxes is
\[
F=\frac{J_s}{J_0}=\frac{w}{L\sinh u}
=\frac{w/L}{\sinh(w/L)} .
\]
Since \(\sinh u>u\) for positive \(u\), the factor lies below one. Both \(D\) and \(C_0\) have cancelled. The factor depends on the distance, the trap density and the capture radius through the single number \(u\).

**Q.** I would have guessed \(e^{-w/L}\), the chance of surviving a distance \(w\). Why is that wrong?

**A.** For thick trapping layers it has the right exponential but the wrong prefactor. When \(u\) is large, \(\sinh u\approx e^u/2\), so
\[
F\approx 2u\,e^{-u}.
\]
The factor 2 comes from the absorbing surface. Near it the concentration is a difference of two exponentials that cancel at \(x=w\), but their slopes add. The slope is thus twice that of a single decaying exponential. The factor \(u\) comes from the reference flux, since \(J_0\) is \(DC_0/w\) and not \(DC_0/L\).

**Q.** And for few traps?

**A.** Then \(\sinh u=u+u^3/6+\dots\), and
\[
F=\frac{1}{1+u^2/6+\dots}\approx1-\frac{u^2}{6}.
\]
The sixth can be found without hyperbolic functions. To first order the traps act on the undisturbed line \(C_0(1-x/w)\), so they capture \(kC_0(1-x/w)\) per unit volume and time. Not every captured interstitial would have reached the surface, because some would have returned to the band. Let \(p(x)\) be the chance of reaching the surface first. Without traps it obeys \(p''=0\), with \(p(0)=0\) and \(p(w)=1\), so \(p=x/w\). The flux lost at the surface is
\[
kC_0\int_0^w\left(1-\frac{x}{w}\right)\frac{x}{w}\,dx
=kC_0w\left(\frac12-\frac13\right)=\frac{kC_0w}{6}.
\]
Division by \(J_0=DC_0/w\) gives \(kw^2/(6D)=u^2/6\), in agreement with the expansion.

**Q.** What happens at the other end? If less reaches the surface, does the band dissolve more slowly?

**A.** No, not at fixed \(C_0\). The flux leaving the band towards the surface is
\[
J_b=J(0)=\frac{DC_0}{L}\coth u,
\qquad
\frac{J_b}{J_0}=u\coth u .
\]
Because \(\tanh u<u\), this ratio exceeds one. The traps steepen the profile at the band and draw more interstitials out of it. The surface is starved while the band empties faster.

The difference must be what the traps collect. Integrating the capture rate gives
\[
\int_0^w kC\,dx=\frac{kC_0L}{\sinh u}(\cosh u-1)
=\frac{DC_0}{L}\left(\coth u-\frac1{\sinh u}\right)=J_b-J_s ,
\]
where \(kL=D/L\) was used. Nothing is missing from the balance.

**Q.** Then there are two candidates for the reduction. I could also divide the surface flux by the flux that the band actually emits.

**A.** You could, and it answers a different question:
\[
\frac{J_s}{J_b}=\frac{1}{\cosh u}.
\]
This is the fraction of emitted interstitials that reach the surface. It would also be the reduction factor if the band emitted a fixed flux towards the surface, whatever the traps did. The two are linked by
\[
F=(u\coth u)\,\frac{1}{\cosh u}:
\]
the emission rises by the first factor, and the second factor is the fraction that gets through. Which one applies depends on what controls the band. If the defects keep the nearby concentration constant, \(F\) is right. If slow detachment from the defects sets the emission, the result moves towards \(1/\cosh u\).

**Q.** Put numbers in. I want to see whether the distinction matters.

**A.** I take round parameters in the rough regime of preamorphised silicon with added carbon, annealed at 750 °C: \(w=60\) nm, \(a=0.3\) nm and \(N=10^{18}\ \mathrm{cm^{-3}}\), which is \(10^{-3}\ \mathrm{nm^{-3}}\). Then
\[
L=\frac{1}{\sqrt{4\pi(0.3\ \mathrm{nm})(10^{-3}\ \mathrm{nm^{-3}})}}=16.3\ \mathrm{nm},
\qquad u=\frac{60}{16.29}=3.68 .
\]
With \(\sinh u=19.89\),
\[
F=\frac{3.684}{19.89}=0.185 .
\]
Solving the slab balance by finite differences, without using the hyperbolic solution, gives the same 0.185.

The fraction of emitted interstitials that arrive is \(1/19.9=0.050\), so the distinction matters by a factor of 3.7. That factor is the rise in emission, \(u\coth u=3.69\).

For the fluxes themselves I need \(D\) and \(C_0\). I take \(D=10^{-7}\ \mathrm{cm^2/s}\), an equilibrium concentration of \(6\times10^8\ \mathrm{cm^{-3}}\) and a supersaturation of 1000 at the band, so \(C_0=6\times10^{11}\ \mathrm{cm^{-3}}\). Since 60 nm is \(6\times10^{-6}\) cm,
\[
J_0=\frac{10^{-7}\times6\times10^{11}}{6\times10^{-6}}
=1.0\times10^{10}\ \mathrm{cm^{-2}\,s^{-1}} .
\]
The carbon lowers the surface flux to \(1.85\times10^{9}\ \mathrm{cm^{-2}\,s^{-1}}\) and raises the band flux to \(3.69\times10^{10}\ \mathrm{cm^{-2}\,s^{-1}}\).

**Q.** How sensitive is this to the amount of carbon?

**A.** With \(w\) and \(a\) held fixed, \(u\) grows as \(\sqrt N\), and each tenfold increase in \(N\) lowers \(F\) by a larger factor than the one before. At \(10^{17}\ \mathrm{cm^{-3}}\) the trapping length is 51.5 nm and \(F=0.81\). At \(10^{18}\ \mathrm{cm^{-3}}\) it is 0.185. At \(10^{19}\ \mathrm{cm^{-3}}\) the trapping length is 5.2 nm and the formula gives \(2\times10^{-4}\).

I would not trust the last value beyond its rough size, even within the model. The traps are then closer together, so the correction to the isolated-trap rate is larger, and it enters an exponential. A smooth trap density is also a poorer description when \(L\) is not much longer than the trap spacing.

## Second half: when the factor holds, and what changes it

**Q.** Let me restate what I have accepted. Free interstitials of concentration \(C\) diffuse with diffusivity \(D\) from a band at \(x=0\), where \(C=C_0\), to a surface at \(x=w\), where \(C=0\). Carbon traps of density \(N\) and capture radius \(a\) remove them at the rate \(kC\), with \(k=4\pi aDN\). The trapping length is \(L=1/\sqrt{4\pi aN}\), and \(u=w/L\). The surface flux is \(J_s=DC_0/(L\sinh u)\). Without traps it is \(J_0=DC_0/w\), and \(F=J_s/J_0=u/\sinh u\). In the example \(w=60\) nm, \(L=16.3\) nm, \(u=3.68\) and \(F=0.185\). My objection is this: traps that keep what they catch must fill up. How can there be a steady state?

**A.** There is no permanent one. There is a plateau, which begins when the interstitial profile has settled and ends when a noticeable share of the traps beside the band has filled. The formula describes the plateau, so the two times must be far apart.

For the settling time, let \(\delta(x,t)\) be the difference between the actual and the steady profile while the traps are still empty. Both profiles obey the same linear equation and the same boundary values, so
\[
\frac{\partial\delta}{\partial t}=D\frac{\partial^2\delta}{\partial x^2}-k\delta,
\qquad \delta(0,t)=\delta(w,t)=0 .
\]
The solutions are sums of \(\sin(m\pi x/w)\) with \(m=1,2,\dots\), each decaying at the rate \(D(m^2\pi^2/w^2+1/L^2)\). The slowest has \(m=1\). In the example its decay time is 15 µs.

For the filling time, let \(n\) be the fraction of traps still empty. Each empty trap captures at the rate \(4\pi aDC\), so
\[
\frac{\partial n}{\partial t}=-4\pi aDC\,n .
\]
Beside the band \(C=C_0\), and \(n=e^{-t/t_f}\) with
\[
t_f=\frac{1}{4\pi aDC_0}.
\]
This is 44 s in the example. Traps further out see a lower concentration and fill later.

**Q.** Is that wide gap luck, or does something guarantee it?

**A.** Compare \(t_f\) with the free lifetime \(1/k=L^2/D\), which is longer than the settling time:
\[
\frac{L^2/D}{t_f}=\frac{4\pi aDC_0}{4\pi aDN}=\frac{C_0}{N}.
\]
The gap is wide when free interstitials are much rarer than traps. Here \(C_0/N=6\times10^{-7}\).

I also solved the time-dependent equations for \(C\) and \(n\) together, starting with no free interstitials and with all traps empty. The surface flux divided by \(J_0\) is 0.185 after 1 ms. After an anneal of 5 s it is 0.192, because some traps near the band have filled. That is a relative rise of about 3 per cent.

**Q.** And if the anneal goes on for minutes?

With a fixed \(C_0\) and traps that are nearly all empty and keep what they catch, the surface flux is \(u/\sinh u\) times its trap-free value, and in the example this still holds to about 3 per cent after a 5 s anneal. What remains is to follow the filling of the traps in longer anneals, and to see how release from the traps, a less than perfect surface and mobile carbon change the result.

Numerical values quoted here were computed with a short program.
